# Peak Stress of a Cleavable Plane in Series with Harmonic Layers

## Effective strength of a clamped stack

Take a film 99 nm thick, clamped between rigid grips and pulled normal to its planes. With round parameters in the regime of germanium, minimising its energy gives a peak stress of 2.54 GPa. For a film of 9.9 µm with the same parameters the peak is 0.254 GPa. The plane that separates is the same in both, and by itself it withstands 11.5 GPa. A hundredfold increase in thickness has divided the peak stress by ten, with no change in any bond.

### The energy and its minimisation

The stack has \(N\) harmonic interplanar layers and one cleavable plane. All energies are per unit area, and the openings are uniform along the film until the crack front is discussed. Layer \(i\) opens by \(d_i\) and stores \(Kd_i^2/2\). The cleavable plane opens by \(\delta\) and stores \(\varphi(\delta)\), where:

- \(\varphi(0)=\varphi'(0)=0\) and \(\varphi''(0)=k_0>0\);
- \(\varphi\) rises to the work of separation \(G\) as \(\delta\to\infty\);
- \(\varphi'\) is positive for \(\delta>0\), rises to a single maximum \(\sigma_{\rm th}\) at \(\delta_{\rm th}\), then falls to zero.

The grips prescribe the total opening \(\Delta=\delta+\sum_i d_i\ge 0\). At fixed \(\delta\) the layers share the opening \(\Delta-\delta\), with mean \(\bar d=(\Delta-\delta)/N\). Since the deviations from the mean sum to zero,
\[
\sum_i d_i^2=N\bar d^{\,2}+\sum_i(d_i-\bar d)^2\ \ge\ \frac{(\Delta-\delta)^2}{N}, \tag{1}
\]
with equality when all layers open equally. One minimisation remains:
\[
E(\Delta)=\min_\delta\left[\frac{K(\Delta-\delta)^2}{2N}+\varphi(\delta)\right]. \tag{2}
\]
Setting the derivative with respect to \(\delta\) to zero gives
\[
\sigma\equiv\frac{K(\Delta-\delta)}{N}=\varphi'(\delta). \tag{3}
\]
Layers and plane carry one common stress. It is also the stress felt by the grips: in \(dE/d\Delta\) the change of the minimising \(\delta\) contributes nothing, by (3), and the explicit derivative of (2) is \(K(\Delta-\delta)/N=\sigma\).

The minimum in (2) is **global**. This is an assumption about the physics, and the scaling depends on it.

### Where the peak lies

Let \(\delta_1,\delta_2\) be the minimisers at \(\Delta_1<\Delta_2\). Neither energy can fall when the two openings are exchanged. Adding the two inequalities cancels the \(\varphi\) terms:
\[
(\Delta_1-\delta_1)^2+(\Delta_2-\delta_2)^2\le(\Delta_1-\delta_2)^2+(\Delta_2-\delta_1)^2 .
\]
The squares of single variables cancel as well, and the cross terms give
\[
(\Delta_2-\Delta_1)(\delta_2-\delta_1)\ge0. \tag{4}
\]
The plane therefore never closes as the stack is stretched. Where \(\delta\) varies continuously, \(\sigma=\varphi'(\delta)\) rises up to \(\delta_{\rm th}\) and falls beyond it. Where \(\delta\) jumps upwards at fixed \(\Delta\), the stress \(K(\Delta-\delta)/N\) drops, so the state just after a jump across \(\delta_{\rm th}\) carries less stress than the state just before it. In either case the peak belongs to the last state with \(\delta\le\delta_{\rm th}\).

### A bound, and the scaling law

Use \(\delta=\Delta\) as a trial value in (2). The layers are then relaxed and the energy is \(\varphi(\Delta)<G\). By (3), the elastic energy of the true minimum is \(N\sigma^2/(2K)\), so
\[
\frac{N\sigma^2}{2K}+\varphi(\delta)\le\varphi(\Delta)<G
\quad\Longrightarrow\quad
\sigma<\sqrt{\frac{2KG}{N}}. \tag{5}
\]
This holds for every \(N\) and every \(\varphi\) of the assumed kind. A state with a higher stress stores more energy in its layers than cleavage costs.

To see that the peak approaches this bound, let \(N\) be large enough for the bound to lie below \(\sigma_{\rm th}\). Openings near \(\delta_{\rm th}\) are then forbidden, since \(\varphi'\) is too large there. Yet \(\delta\) must grow from zero to infinity, because \(\delta=\Delta-N\sigma/K\ge\Delta-N\sigma_{\rm th}/K\). It must jump across the forbidden interval, from \(\delta_1<\delta_{\rm th}\) to \(\delta_2>\delta_{\rm th}\). The peak stress is \(\sigma_{\rm pk}=\varphi'(\delta_1)\).

Before the jump \(\sigma\) is small, by (5), so \(\delta_1\simeq\sigma/k_0\) and \(\varphi(\delta_1)\simeq\sigma^2/(2k_0)\). The energy of this intact branch is
\[
E_{\rm int}=\frac{N\sigma^2}{2K}+\frac{\sigma^2}{2k_0}+O(\sigma^3)
=\frac{S_t\sigma^2}{2}+O(\sigma^3),\qquad
S_t=\frac NK+\frac1{k_0}. \tag{6}
\]
\(S_t\) is the series compliance. After the jump the stress is also below the bound, so \(\varphi'(\delta_2)\to0\) as \(N\to\infty\). On the falling side of \(\varphi'\) this requires \(\delta_2\to\infty\). The energy of the cleaved branch lies between \(\varphi(\delta_2)\) and \(G\), and thus tends to \(G\). The two energies are equal at the jump, which gives \(S_t\sigma_{\rm pk}^2/2\to G\), or
\[
\sigma_{\rm pk}\simeq\sqrt{\frac{2G}{S_t}}=\sqrt{\frac{2G}{N/K+1/k_0}}
\ \longrightarrow\ \sqrt{\frac{2KG}{N}}\ \propto N^{-1/2}. \tag{7}
\]
The scaling holds at fixed \(K\), \(k_0\) and \(G\). On the intact branch \(\Delta\simeq S_t\sigma\), so the jump occurs near
\[
\Delta_c=\sqrt{2GS_t},\qquad \sigma_{\rm pk}\Delta_c\simeq2G. \tag{8}
\]
The peak falls as \(N^{-1/2}\) while the critical opening grows as \(N^{1/2}\). The total work does not change with \(N\): since \(E(0)=0\) and \(E(\infty)=G\),
\[
\int_0^\infty\sigma\,d\Delta=G. \tag{9}
\]
At leading order the stress–opening curve is a triangle of height \(\sigma_{\rm pk}\), base \(\Delta_c\) and area \(G\). With \(x=\Delta/\Delta_c\), the scaled energy \(E/G\) tends to \(\min(x^2,1)\), which keeps no detail of \(\varphi\) except \(G\) and, through \(S_t\), \(k_0\).

One case outside the smooth class has no correction. Let the plane be a harmonic bond that snaps at energy \(G\), \(\varphi=\min(k_0\delta^2/2,\,G)\). The intact energy is \(\Delta^2/(2S_t)\) and the cleaved energy is \(G\), so they cross at \(\Delta_c\) and the first equality in (7) is exact for every \(N\).

### Corrections from the shape of the law

Measure lengths in \(l=\sqrt{G/k_0}\), energies in \(G\) and stresses in \(G/l\):
\[
y=\frac{\delta}{l},\quad D=\frac{\Delta}{l},\quad s=\frac{\sigma l}{G},\quad f=\frac{\varphi}{G},\quad S=\frac{Nk_0}{K}.
\]
Then \(k_0S_t=S+1\), and (7) becomes \(s_0=\sqrt{2/(S+1)}\). Consider the binding law
\[
f(y)=1-(1+y)e^{-y},\qquad f'(y)=y\,e^{-y}, \tag{10}
\]
whose greatest slope is \(1/e\), at \(y=1\). Inverting \(s=y-y^2+y^3/2-\dots\) gives \(y=s+s^2+\tfrac32s^3+\dots\). Since \(df=s\,dy\),
\[
f=\int s\,(1+2s+\tfrac92s^2+\dots)\,ds=\frac{s^2}{2}+\frac{2s^3}{3}+\frac{9s^4}{8}+\dots \tag{11}
\]
The cleaved energy differs from 1 by terms of order \(De^{-D}\) with \(D\simeq\sqrt{2(S+1)}\), which are negligible at large \(S\). Adding the layer energy \(Ss^2/2\) to (11) and equating the sum to 1,
\[
\frac{(S+1)s^2}{2}+\frac{2s^3}{3}+\frac{9s^4}{8}+\dots=1 .
\]
Put \(s=s_0(1-\epsilon)\). The first term is \((1-\epsilon)^2\simeq1-2\epsilon\), so
\[
\frac{s_{\rm pk}}{s_0}-1=-\frac{s_0^3}{3}-\frac{9s_0^4}{16}-\dots \tag{12}
\]
The leading relative correction is of order \(N^{-3/2}\). It is negative because the plane softens and stores more energy at a given stress.

A slowly decaying attraction gives a different correction. Take \(f=y^2/(2+y^2)\), which has the same initial stiffness and \(1-f\simeq2/y^2\) at large \(y\). The cleaved plane has \(y\simeq D\), and \(D^2\simeq2(S+1)\), so its energy is \(1-1/(S+1)\) up to terms of order \(S^{-2}\). This law has no cubic term, and its quartic term contributes at order \(s^4\sim S^{-2}\). Hence
\[
\frac{(S+1)s^2}{2}\simeq1-\frac1{S+1}
\quad\Longrightarrow\quad
\frac{s_{\rm pk}}{s_0}-1\simeq-\frac{1}{2(S+1)}. \tag{13}
\]
At \(S=1000\) this is \(-4.995\times10^{-4}\), and numerical minimisation of (2) gives \(-5.016\times10^{-4}\). The tail changes the correction from order \(N^{-3/2}\) to \(N^{-1}\), but leaves the exponent of the peak at \(-1/2\).

### The smallest stack that scales

For small \(N\), (7) can exceed \(\sigma_{\rm th}\), which is impossible. The onset of the decrease follows from the jump condition. From (3), \(D=y+Ss\). The states before and after the jump share \(D\), so \(S(s_1-s_2)=y_2-y_1\). Equality of their energies then gives
\[
f(y_2)-f(y_1)=\frac S2(s_1^2-s_2^2)=\frac{(s_1+s_2)(y_2-y_1)}{2}, \tag{14}
\]
an equal-area rule. The peak begins to fall when the jump starts at the maximum of \(f'\). For the binding law, set \(y_1=1\) and \(s_1=1/e\) in (14). Numerical root finding gives \(y_2=3.688\), and then
\[
S=\frac{y_2-1}{1/e-y_2e^{-y_2}}=9.753. \tag{15}
\]
This is later than the first appearance of two minima. The bracket in (2) has reduced curvature \(1/S+(1-y)e^{-y}\), whose least value, at \(y=2\), is \(1/S-e^{-2}\). Two minima therefore need \(S>e^2=7.389\). Between 7.389 and 9.753 there is a jump, but the stress has already passed its maximum when it occurs. With \(K=k_0\), stacks of up to nine layers keep the full strength of the plane.

### A germanium-like film

The example uses the binding law with \(K=k_0\) and rough typical values for germanium pulled along [111]: uniaxial-strain modulus \(C=160\) GPa, bilayer period \(h=0.33\) nm and \(G=2.0\) J/m², which equals 2.0 GPa nm. A layer of thickness \(h\) has
\[
K=\frac Ch=\frac{160}{0.33}=484.8\ \text{GPa/nm},\qquad
l=\sqrt{\frac{2.0}{484.8}}=0.0642\ \text{nm},
\]
and the plane has \(\sigma_{\rm th}=G/(el)=11.46\) GPa. For \(N=300\), (7) gives
\[
\sigma_{\rm pk}\simeq\sqrt{\frac{2(2.0)(484.8)}{301}}=2.538\ \text{GPa}.
\]
The table compares (7) with a numerical minimisation of (2). At each \(\Delta\) the energy was evaluated on a grid of \(\delta\), every local minimum was refined and the lowest kept. Bisection in \(\Delta\) then located the last state with \(\delta\le l\).

| \(N\) | \(Nh\) (nm) | minimised (GPa) | (7) (GPa) |
|---|---|---|---|
| 3 | 0.99 | 11.456 | 22.019 |
| 10 | 3.3 | 11.450 | 13.278 |
| 30 | 9.9 | 7.818 | 7.910 |
| 300 | 99 | 2.538 | 2.538 |
| 3000 | 990 | 0.804 | 0.804 |
| 30000 | 9900 | 0.254 | 0.254 |

At \(N=3\) the peak is the strength of the plane and (7) does not apply. At \(N=10\), just past the onset (15), the peak has barely begun to fall. At \(N=30\), (7) is about 1% too high. Between \(N=300\) and 30000 the minimised peaks have a mean logarithmic slope of \(-0.4996\). The difference from \(-1/2\) comes mainly from the compliance of the cleavable plane, which turns \(N\) into \(N+1\).

For \(N=300\), \(s_0=0.0815\). The minimised peak lies below (7) by a relative \(2.10\times10^{-4}\). The first term of (12) accounts for \(1.81\times10^{-4}\), and the second adds \(0.25\times10^{-4}\). The jump comes at a total opening of 1.576 nm, where the layers are strained by 1.59%. The product of this opening and the peak stress is 4.00 GPa nm, or \(2G\), as (8) requires.

### What the global minimum means

Suppose the intact film is stretched slowly and follows its local minimum. That minimum survives until the curvature \(K/N+\varphi''(\delta)\) vanishes. This needs \(\varphi''<0\), hence an opening beyond \(\delta_{\rm th}\), so the stress has already passed through \(\sigma_{\rm th}\). If no such point exists, the film also passes continuously through \(\sigma_{\rm th}\). The peak is then 11.5 GPa for every \(N\), and there is no \(N^{-1/2}\) law.

At the global jump with \(N=300\), the barrier to uniform opening is the maximum of the bracket in (2) between the two minima, less the intact energy. It is 1.22 J/m². The area per surface atom is \(3\sqrt3h^2/4=0.1415\) nm², so the barrier is 1.08 eV per atom, against \(kT=0.026\) eV at 300 K. It grows in proportion to the area that opens together. Uniform thermal opening of a macroscopic area is thus no route to the global minimum.

An existing crack can provide one. Let columns along the film be coupled laterally, and let \(e(y)\) be the bracket in (2) in reduced units. With coupling \(\kappa\) and relaxation down the energy gradient, the continuum equation is
\[
\partial_t y=\kappa\,\partial_x^2y-e'(y). \tag{16}
\]
Place the cleaved state on the left and the intact state on the right, and seek a front \(y(x-vt)\). Multiply \(-vy'=\kappa y''-e'(y)\) by \(y'\) and integrate over \(x\). The \(\kappa\) term integrates to zero because \(y'\) vanishes at both ends, which leaves
\[
v\int (y')^2dx=e_{\rm int}-e_{\rm cl}. \tag{17}
\]
The crack advances when the intact film stores more energy than the cleaved one, heals when it stores less, and stands still at the global jump. The value of \(\kappa\) affects the speed but not this threshold. Healing is a feature of this reversible model; real cleaved surfaces that reconstruct or oxidise need not rejoin.

A discrete row shows the same behaviour. It had 400 columns with \(N=30\), \(\kappa=10\) in reduced units and the left half initially open. Equation (16), with a lattice second difference, was integrated in steps of 0.04, and the front was followed from time 300 to 900. At 1.05 times the jump opening it advanced by 59 columns; at 0.95 times it retreated by 64. An initially closed row held at 1.05 stayed intact, with a largest opening of \(0.388\,l\).

Equation (7) is therefore the threshold for a long crack in a clamped film. With \(K=k_0=C/h\) and total height \(H=(N+1)h\), it reads
\[
\frac{\sigma_{\rm pk}^2H}{2C}\simeq G: \tag{18}
\]
the elastic energy stored per area ahead of the crack pays for the new surfaces. The \(N^{-1/2}\) law expresses the growth of this store with height at fixed stress.

### Limits of the harmonic layers and the real film

Real layers soften too. If all \(N+1\) planes follow (10), each stores the energy (11) at stress \(s\). One plane cleaves when
\[
(N+1)\left(\frac{s^2}{2}+\frac{2s^3}{3}+\dots\right)=1 .
\]
With \(N+1=2/s_0^2\) and \(s=s_0(1-\epsilon)\), this becomes \(1-2\epsilon+\tfrac43s_0\simeq1\), so
\[
\frac{s_{\rm pk}}{s_0}-1\simeq-\frac{2s_0}{3}. \tag{19}
\]
For \(N=300\) this is \(-5.43\%\), and solving the energy balance numerically gives \(-5.44\%\). The correction is of order \(N^{-1/2}\), far larger than (12), because every layer contributes. It still vanishes for thick films, so the leading law survives. Its size belongs to the assumed law. With these parameters (10) softens as \(\sigma\simeq C\varepsilon(1-5.1\varepsilon)\) in the layer strain \(\varepsilon\), whereas measured third-order elastic constants of germanium give roughly \(C\varepsilon(1-2.3\varepsilon)\) along [111], which would make the shift about \(-2.5\%\).

Set beside a real germanium film, the modulus, period and work of separation are of typical size but rough. The strength of 11.5 GPa depends on the assumed law (10) and on the choice \(k_0=K\). The plane that cleaves in germanium is only part of the bilayer period, so it is stiffer than \(C/h\). Twice the stiffness, with the same law and \(G\), would raise the strength to about 16 GPa and leave the peak of 2.54 GPa almost unchanged. At fixed \(K\), a value of \(G\) lower by 20% reduces the peak by 10.6%. One \(kT\) per surface atom at 300 K is 1.5% of \(G\), which sets a rough scale for thermal corrections to the work of separation. The assumption of rigid grips can matter much more. A soft loading machine shared by the whole film does not change the threshold stress in the intact part ahead of the crack, since (17) compares energies at the film's own opening. The force per total area that such a machine records is lower, by the uncracked fraction of the film. A substrate or adhesive that stretches with the film, and relaxes locally behind the crack front, does change it, because it adds compliance to \(S_t\). If it brings the total to that of 30000 layers, the peak for the 99 nm film drops from 2.54 to 0.254 GPa. The value 2.54 GPa also presupposes a crack long compared with the film height, no plastic flow and no lattice trapping. Trapping is the pinning of a crack front by the discreteness of the crystal; the continuum equation (16) leaves it out, and it can raise the stress needed for the crack to advance. A film without such a crack is not described by the global minimum, and its thickness alone does not fix its strength.

Numerical values quoted here were computed with a short program.
